**Cell dipoles, polarisation changes and the polarisation quantum**

The program tests that the dipole of a unit cell depends on its walls, while the polarisation change $\Delta P$ of an insulator is the integrated mean current. In one dimension $P=e(x_A+x_B-2x_W)/a$ modulo $e$, where $x_A$ and $x_B$ are core positions, $x_W$ is the Wannier centre and $a$ is the period. It asserts that the perturbative current and the Berry phase give the same $\Delta P$, and that the change of a cell dipole equals $\Delta P$ minus the charge through the wall. The output shows $\Delta P=0.145e$, while the cell dipole divided by $a$ changes by amounts from $-0.454e$ to $+0.122e$ for the four walls printed. Closed insulating paths are asserted to transport $+e$, $-e$ or zero, and finite chains with different ends to have polarisations differing by $e$. For wurtzite point ions, cells of different shape and origin are asserted to differ by lattice multiples of $e\mathbf R/\Omega$, with $\mathbf R$ a lattice vector and $\Omega$ the cell volume. The printed "wurtzite minus layered" value, $-2.28\,e/A$ with $A$ the $c$-plane cell area, subtracts two separately chosen cells; the continuous path gives $+0.72\,e/A$, three quanta higher. The charge of an explicit zincblende–wurtzite stack is asserted to equal the difference of formal polarisations, $0.03\,e/A$.

## Numerical check

```python
# Result under test: the dipole of a unit cell is not the bulk polarisation.
# An insulator has a polarisation change equal to the integrated mean current,
# and a formal polarisation defined modulo e R / Omega (modulo e in 1D).
# 1D model: period a, cores A and B of charge +e, two electrons per cell in the
# lowest band, Gaussian attractive wells. P is dipole per length, in units of e.
# 3D model: wurtzite and zincblende point ions of charge +3e and -3e.
import itertools
import numpy as np
from scipy.constants import e, hbar, m_e

nm = 1e-9
a = 0.5 * nm
G = 2 * np.pi / a
well_width = 0.06 * nm
core_width = 0.03 * nm
depth_A, depth_B = 20 * e, 10 * e
order = np.arange(-12, 13)
diff = order[:, None] - order[None, :]


def well(depth, position):
    size = depth * well_width * np.sqrt(2 * np.pi) / a
    return (-size * np.exp(-(diff * G * well_width)**2 / 2)
            * np.exp(-1j * diff * G * position))


def bands(xA, xB, nk=40, dA=depth_A, dB=depth_B):
    q = (G * np.arange(nk) / nk)[:, None] + G * order
    kinetic = (hbar * q)**2 / (2 * m_e)
    H = kinetic[:, :, None] * np.eye(len(order)) + well(dA, xA) + well(dB, xB)
    E, C = np.linalg.eigh(H)
    return q, E, C


def gap(xA, xB, dA=depth_A, dB=depth_B):
    E = bands(xA, xB, 40, dA, dB)[1]
    return (E[:, 1].min() - E[:, 0].max()) / e


def wannier_centre(xA, xB, nk=400):
    c = bands(xA, xB, nk)[2][:, :, 0]
    following = np.vstack([c[1:], np.roll(c[0], -1)])
    overlaps = np.sum(c.conj() * following, axis=1)
    return -a * np.angle(np.prod(overlaps)) / (2 * np.pi)


def formal_P(xA, xB):
    return (xA + xB - 2 * wannier_centre(xA, xB)) / a


def core_density(x, centre):
    images = centre + a * np.arange(-4, 5)
    z = (x[..., None] - images) / core_width
    return np.exp(-z**2 / 2).sum(-1) / (core_width * np.sqrt(2 * np.pi))


def charge_density(x, xA, xB):
    c = bands(xA, xB)[2][:, :, 0]
    flat = x.ravel()
    u = c @ np.exp(1j * G * np.outer(order, flat))
    electrons = 2 * np.mean(abs(u)**2, axis=0).reshape(x.shape) / a
    return core_density(x, xA) + core_density(x, xB) - electrons


nodes, node_weights = np.polynomial.legendre.leggauss(100)


def cell_dipole(origins, xA, xB):
    x = origins[:, None] + a * (nodes + 1) / 2
    return (x * charge_density(x, xA, xB)) @ node_weights / 2


def currents(xA, xB, vA, vB, walls):
    """Mean and local charge current per unit path parameter, in units of e."""
    q, E, C = bands(xA, xB)
    c = C[:, :, 0]
    dH = -1j * diff * G * (vA * well(depth_A, xA) + vB * well(depth_B, xB))
    coupling = np.einsum('knm,kn->km', C.conj(), c @ dH.T)[:, 1:]
    amplitude = -1j * hbar * coupling / (E[:, 1:] - E[:, :1])**2
    r = np.einsum('knm,km->kn', C[:, :, 1:], amplitude)
    speed = np.mean(np.sum(2 * np.real(c.conj() * hbar * q / m_e * r), axis=1))
    mean = (vA + vB - 2 * speed) / a
    waves = np.exp(1j * G * np.outer(order, walls))
    psi, dpsi = c @ waves, (1j * q * c) @ waves
    rpsi, drpsi = r @ waves, (1j * q * r) @ waves
    flow = np.imag(psi.conj() * drpsi + rpsi.conj() * dpsi)
    flow = hbar / m_e * flow.mean(axis=0) / a
    local = (vA * core_density(walls, xA) + vB * core_density(walls, xB)
             - 2 * flow)
    return mean, local


# Open path: A fixed, B moved from the symmetric to the polar position.
x_sym, x_pol = 0.5 * a, 0.6 * a
walls = a * np.array([-0.25, 0.0, 0.25, 0.55])
s, w = np.polynomial.legendre.leggauss(12)
dP_current, wall_charge = 0.0, np.zeros(len(walls))
for t, weight in zip((s + 1) / 2, w / 2):
    mean, local = currents(0, x_sym + t * (x_pol - x_sym), 0,
                           x_pol - x_sym, walls)
    dP_current += weight * mean
    wall_charge += weight * local
P_sym, P_pol = formal_P(0, x_sym), formal_P(0, x_pol)
dP_berry = P_pol - P_sym
assert abs(dP_current - dP_berry) < 1e-5
assert abs(2 * P_sym - round(2 * P_sym)) < 1e-6

# Cell dipoles: dependence on the walls, zero average, missing wall charge.
D_sym = cell_dipole(walls, 0, x_sym)
D_pol = cell_dipole(walls, 0, x_pol)
assert np.allclose(D_pol - D_sym, dP_current - wall_charge, atol=1e-5)
assert np.ptp(D_pol) > 0.1
assert np.max(abs(D_pol - D_sym - dP_current)) > 0.01
all_origins = a * np.arange(64) / 64
D_all = cell_dipole(all_origins, 0, x_pol)
assert abs(D_all.mean()) < 1e-6
step = 1e-4 * a
slope = (cell_dipole(walls + step, 0, x_pol)
         - cell_dipole(walls - step, 0, x_pol)) / (2 * step)
assert np.allclose(slope * a, a * charge_density(walls, 0, x_pol), atol=1e-3)

# Closed paths from the same crystal back to itself.
loops = {}
for name, vA, vB in [('B', 0, a), ('A', a, 0), ('both', a, a)]:
    loops[name] = np.mean([currents(t * vA, x_pol + t * vB, vA, vB, walls)[0]
                           for t in np.arange(80) / 80])
assert abs(loops['B'] - 1) < 1e-5
assert abs(loops['A'] + 1) < 1e-5
assert abs(loops['both']) < 1e-5
loop_gap = min(gap(0, t * a) for t in np.arange(80) / 80)
equal_gap = gap(0, a / 2, depth_A, depth_A)
assert loop_gap > 0.5 and abs(equal_gap) < 1e-5


def chain(cells, shift):
    """Dipole / (e a), right-end charge / e and level gap of a finite chain."""
    A = a * np.arange(cells)
    B = A + x_pol + shift * a
    h = a / 20
    x = -3 * a + h * np.arange(20 * (cells + 6))
    j = np.arange(len(x))
    d = j[:, None] - j[None, :]
    sign = 1.0 - 2.0 * (d % 2)
    kinetic = np.where(d == 0, np.pi**2 / 3,
                       2 * sign / np.where(d == 0, 1, d)**2)
    V = -sum(depth * np.exp(-(x[:, None] - X)**2 / (2 * well_width**2)).sum(1)
             for depth, X in [(depth_A, A), (depth_B, B)])
    E, C = np.linalg.eigh(hbar**2 / (2 * m_e * h**2) * kinetic + np.diag(V))
    n = 2 * np.sum(C[:, :cells]**2, axis=1)
    cores = np.concatenate([A, B])
    dipole = (cores.sum() - x @ n) / a

    def ramp(z):
        return np.clip((z - a * (cells // 2)) / a, 0, 1)
    end = ramp(cores).sum() - ramp(x) @ n
    return dipole, end, (E[cells] - E[cells - 1]) / e


chain_P, chain_end, chain_gap = [], [], []
for shift in (0, -1):
    short, long = chain(10, shift), chain(14, shift)
    chain_P.append((long[0] - short[0]) / 4)
    chain_end.append(long[1])
    chain_gap.append(long[2])
    assert abs(chain_P[-1] - long[1]) < 1e-4
    offset = chain_P[-1] - P_pol
    assert abs(offset - round(offset)) < 1e-4
assert abs(chain_P[0] - chain_P[1] - 1) < 1e-4
assert min(chain_gap) > 0.5

# Point-ion crystals: cut out one primitive cell and add up its dipole.
images = np.array(list(itertools.product(range(-5, 6), repeat=3)))


def ion_cell_P(lattice, sites, charges, shape, origin):
    cell = shape @ lattice
    positions = sites[:, None, :] + images @ lattice
    fraction = (positions - origin @ lattice) @ np.linalg.inv(cell)
    inside = np.all((fraction >= 0) & (fraction < 1), axis=2)
    assert np.all(inside.sum(axis=1) == 1)
    return charges @ positions[inside] / abs(np.linalg.det(cell))


a_hex, c_hex, u_wz = 0.32 * nm, 0.52 * nm, 0.38
area = np.sqrt(3) / 2 * a_hex**2
hexagonal = np.array([[a_hex, 0, 0],
                      [-a_hex / 2, np.sqrt(3) * a_hex / 2, 0],
                      [0, 0, c_hex]])
q_wz = np.array([3, 3, -3, -3])
unit = np.eye(3)
corner = np.array([-0.010, -0.013, -0.017])


def wurtzite_sites(u):
    return np.array([[1/3, 2/3, 0], [2/3, 1/3, 1/2],
                     [1/3, 2/3, u], [2/3, 1/3, u + 1/2]]) @ hexagonal


P_wz = ion_cell_P(hexagonal, wurtzite_sites(u_wz), q_wz, unit, corner)
P_lay = ion_cell_P(hexagonal, wurtzite_sites(0.5), q_wz, unit, corner)
rng = np.random.default_rng(1)
shapes = [unit, np.array([[1, 0, 0], [1, 1, 0], [0, 1, 1]]),
          np.array([[1, 0, 1], [0, 1, 0], [0, 0, 1]])]
cell_values = []
volume = abs(np.linalg.det(hexagonal))
for shape in shapes:
    for _ in range(8):
        P = ion_cell_P(hexagonal, wurtzite_sites(u_wz), q_wz, shape,
                       rng.uniform(-0.5, 0.5, 3))
        multiples = (P - P_wz) * volume @ np.linalg.inv(hexagonal)
        assert np.allclose(multiples, np.round(multiples), atol=1e-8)
        cell_values.append(P[2] * area)
distinct = sorted(set(float(v) for v in np.round(cell_values, 4)))
assert len(distinct) > 1

d_zb = a_hex * np.sqrt(2 / 3)
angles = np.radians([90, 210, 330])
cubic = np.column_stack([a_hex / np.sqrt(3) * np.cos(angles),
                         a_hex / np.sqrt(3) * np.sin(angles),
                         np.full(3, d_zb)])
sites_zb = np.array([[0, 0, 0], [0, 0, 0.75 * d_zb]])
P_zb = ion_cell_P(cubic, sites_zb, np.array([3, -3]), unit, corner)
formal_wz, formal_lay, formal_zb = [P[2] * area for P in (P_wz, P_lay, P_zb)]

# Interface charge from explicit ionic planes, zincblende below wurtzite.
d_wz = c_hex / 2
left = d_zb * np.arange(-20, 0)
right = d_wz * np.arange(0, 20)


def window(z):
    rise = np.clip((z + 10.3 * d_zb) / d_zb, 0, 1)
    fall = np.clip((10.3 * d_wz - z) / d_wz, 0, 1)
    return rise * fall


sigma = 3 * (window(left).sum() - window(left + 0.75 * d_zb).sum()
             + window(right).sum() - window(right + u_wz * c_hex).sum())
assert abs(sigma - (formal_zb - formal_wz)) < 1e-8
quantum = e / area

print(f"1D lattice constant a = {a/nm:.2f} nm")
print(f"well depths A, B = {depth_A/e:.1f}, {depth_B/e:.1f} eV")
print(f"well width, core width = {well_width/nm:.3f}, {core_width/nm:.3f} nm")
print(f"B position, symmetric and polar = {x_sym/a:.2f}, {x_pol/a:.2f} a")
print(f"band gap, symmetric = {gap(0, x_sym):.3f} eV")
print(f"band gap, polar = {gap(0, x_pol):.3f} eV")
print("cell dipole / a in e: wall x0/a, symmetric, polar, change, wall charge")
for row in zip(walls / a, D_sym, D_pol, D_pol - D_sym, wall_charge):
    print("  " + "  ".join(f"{value:+.5f}" for value in row))
print(f"polar cell dipole / a, least of 64 walls = {D_all.min():+.5f} e")
print(f"polar cell dipole / a, greatest of 64 = {D_all.max():+.5f} e")
print(f"its mean over 64 walls = {abs(D_all.mean()):.1e} e (magnitude)")
print(f"Wannier centre, symmetric = {wannier_centre(0, x_sym)/a:+.5f} a")
print(f"Wannier centre, polar = {wannier_centre(0, x_pol)/a:+.5f} a")
print(f"formal P, symmetric = {P_sym:+.5f} e (modulo e)")
print(f"formal P, polar = {P_pol:+.5f} e (modulo e)")
print(f"Delta P from Berry phase = {dP_berry:+.5f} e")
print(f"Delta P from current = {dP_current:+.5f} e")
print(f"Delta P from current = {dP_current*e:.4e} C")
print(f"ionic part of Delta P = {(x_pol-x_sym)/a:+.5f} e")
print(f"electronic part = {dP_current-(x_pol-x_sym)/a:+.5f} e")
for name, value in loops.items():
    print(f"closed path, {name} moved by a: Delta P = {value:+.5f} e")
print(f"least gap on closed paths = {loop_gap:.3f} eV")
print(f"gap for equal wells at a/2 = {abs(equal_gap):.1e} eV (magnitude)")
for name, P, Q, g in zip(('A', 'B'), chain_P, chain_end, chain_gap):
    print(f"chain starting with {name}: dipole per length = {P:+.5f} e")
    print(f"  right-end charge = {Q:+.5f} e, level gap = {g:.3f} eV")
print(f"wurtzite model a, c = {a_hex/nm:.2f}, {c_hex/nm:.2f} nm; u = {u_wz}")
print(f"c-plane cell area = {area/nm**2:.5f} nm^2")
print(f"polarisation quantum e/A = {quantum:.4f} C/m^2")
print("wurtzite P along c from different cells, in e/A:")
print("  " + ", ".join(f"{value:+.2f}" for value in distinct))
print(f"formal P, wurtzite = {formal_wz:+.4f} e/A")
print(f"formal P, layered = {formal_lay:+.4f} e/A")
print(f"formal P, zincblende = {formal_zb:+.4f} e/A")
print(f"wurtzite minus layered = {formal_wz-formal_lay:+.4f} e/A")
print(f"  = {(formal_wz-formal_lay)*quantum:+.4f} C/m^2")
print(f"wurtzite minus zincblende = {formal_wz-formal_zb:+.4f} e/A")
print(f"  = {(formal_wz-formal_zb)*quantum:+.4f} C/m^2")
print(f"zincblende-wurtzite interface charge = {sigma:+.4f} e/A")
print(f"  = {sigma*quantum:+.4f} C/m^2")
print("tests ok")
```

Output:

```
1D lattice constant a = 0.50 nm
well depths A, B = 20.0, 10.0 eV
well width, core width = 0.060, 0.030 nm
B position, symmetric and polar = 0.50, 0.60 a
band gap, symmetric = 6.356 eV
band gap, polar = 6.692 eV
cell dipole / a in e: wall x0/a, symmetric, polar, change, wall charge
  -0.25000  +0.44633  +0.54064  +0.09431  +0.05071
  +0.00000  +0.00000  +0.03250  +0.03250  +0.11251
  +0.25000  -0.44633  -0.32426  +0.12207  +0.02295
  +0.55000  +0.29332  -0.16095  -0.45427  +0.59929
polar cell dipole / a, least of 64 walls = -0.35155 e
polar cell dipole / a, greatest of 64 = +0.55047 e
its mean over 64 walls = 1.3e-16 e (magnitude)
Wannier centre, symmetric = +0.00000 a
Wannier centre, polar = -0.02251 a
formal P, symmetric = +0.50000 e (modulo e)
formal P, polar = +0.64501 e (modulo e)
Delta P from Berry phase = +0.14501 e
Delta P from current = +0.14501 e
Delta P from current = 2.3234e-20 C
ionic part of Delta P = +0.10000 e
electronic part = +0.04501 e
closed path, B moved by a: Delta P = +1.00000 e
closed path, A moved by a: Delta P = -1.00000 e
closed path, both moved by a: Delta P = -0.00000 e
least gap on closed paths = 6.356 eV
gap for equal wells at a/2 = 3.2e-13 eV (magnitude)
chain starting with A: dipole per length = +0.64501 e
  right-end charge = +0.64501 e, level gap = 6.264 eV
chain starting with B: dipole per length = -0.35499 e
  right-end charge = -0.35499 e, level gap = 6.704 eV
wurtzite model a, c = 0.32, 0.52 nm; u = 0.38
c-plane cell area = 0.08868 nm^2
polarisation quantum e/A = 1.8067 C/m^2
wurtzite P along c from different cells, in e/A:
  -2.28, +0.72, +3.72
formal P, wurtzite = -2.2800 e/A
formal P, layered = +0.0000 e/A
formal P, zincblende = -2.2500 e/A
wurtzite minus layered = -2.2800 e/A
  = -4.1192 C/m^2
wurtzite minus zincblende = -0.0300 e/A
  = -0.0542 C/m^2
zincblende-wurtzite interface charge = +0.0300 e/A
  = +0.0542 C/m^2
tests ok
```
